**Mixing of the two F = 1 levels in the 2P shell of muonic hydrogen**

Within the twelve 2P states the Hamiltonian is $H=A\,\mathbf L\cdot\mathbf s_1+B\,\mathbf L\cdot\mathbf s_2+C\,T+D\,\mathbf s_1\cdot\mathbf s_2$, where $\mathbf s_1$ and $\mathbf s_2$ are the muon and proton spins and $T$ is the tensor operator. The two $F=1$ levels repel by $\Delta=\sqrt{G^2/4+V^2}-G/2$, with gap $G=3A/2-7B/6-C/6-D/3$ and coupling $|V|=\frac{\sqrt2}6|2B-C-2D|$. The program asserts the spin coefficients against a one-photon amplitude built from Dirac spinors, the tensor–Laplacian split against symbolic derivatives, and the closed-form levels and mixing against an explicit 12×12 matrix with random $A,B,C,D$. It asserts the spectral form of the vacuum polarization against the Feynman-parameter integral, and the Uehling corrections $\varepsilon_{so},\varepsilon_T,\varepsilon_L,\varepsilon_\psi$ and the final $\Delta$ against a finite-difference radial solution on a logarithmic grid. The output gives $\Delta=0.14436$ meV at Breit level and $0.14455$ meV (34.95 GHz) with one-loop electron vacuum polarization, while second-order theory gives $0.1495$ meV. Dirac–Coulomb factors for an infinitely heavy proton estimate a further shift of $7\times10^{-6}$ meV, and the program asserts that $\Delta$ still rounds to 0.145 meV.

## Numerical check

```python
# Muonic hydrogen, 2P shell: H = A L.s1 + B L.s2 + C T + D s1.s2, T = 3(s1.n)(s2.n) - s1.s2
# (1 = muon, mass m, g1; 2 = proton, mass M, g2; mu = reduced mass; a = 1/(mu alpha)).
# Result under test: the two F=1 levels repel by Delta = sqrt(G^2/4+V^2) - G/2, with
# G = 3A/2-7B/6-C/6-D/3, |V| = sqrt2/6 |2B-C-2D|, w = mu^3 alpha^4/24,
# A = w c1 (1+e_so+e_psi), B = w c2 (1+e_so+e_psi), C = w k (1+e_T+e_psi), D = -(2/3) w k e_L,
# c1 = (g1-1)/2m^2+g1/2mM, c2 = (g2-1)/2M^2+g2/2mM, k = g1 g2/4mM.
# The e's are one-loop electron vacuum-polarization (Uehling) corrections; zero at Breit level.
import numpy as np, sympy as sp, mpmath as mp
from scipy.constants import physical_constants as pc, alpha, e as qe, h as hP
from scipy.integrate import quad
from scipy.linalg import solve_banded

def coeffs(m, M, g1, g2):
    return (g1-1)/(2*m*m)+g1/(2*m*M), (g2-1)/(2*M*M)+g2/(2*m*M), g1*g2/(4*m*M)

# ---- spin terms from the tree amplitude with Dirac spinors (units 4 pi alpha)
sg = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
I2, Z2 = np.eye(2), np.zeros((2, 2))
gam = [np.block([[I2, Z2], [Z2, -I2]])] + [np.block([[Z2, s], [-s, Z2]]) for s in sg]
def spinor(p, m):
    E = np.sqrt(m*m+p@p)
    return np.sqrt((E+m)/(2*E))*np.vstack([I2, np.tensordot(p, sg, 1)/(E+m)])
def current(pf, pi, m, g):
    qs = -sum((pf-pi)[i]*gam[i+1] for i in range(3))
    kap = g/2-1
    return [spinor(pf, m).conj().T@gam[0]@(G-kap/(4*m)*(G@qs-qs@G))@spinor(pi, m) for G in gam]
rng = np.random.default_rng(1)
t1 = [np.kron(s/2, I2) for s in sg]; t2 = [np.kron(I2, s/2) for s in sg]
dot = lambda v, S: sum(v[i]*S[i] for i in range(3))
for (ma, mb, ga, gb) in [(1.0, 2.5, 2.6, 5.6), (1.0, 1.0, 2.0, 2.0), (3.0, 0.7, 1.2, -3.0)]:
    p = rng.normal(size=3); p *= 1e-3/np.linalg.norm(p)
    pf = rng.normal(size=3); pf *= 1e-3/np.linalg.norm(pf)
    q = pf-p; q2 = q@q
    J1, J2 = current(pf, p, ma, ga), current(-pf, -p, mb, gb)
    amp = -(np.kron(J1[0], J2[0])-sum(np.kron(J1[i], J2[i]) for i in (1, 2, 3)))/q2
    amp -= np.trace(amp)/4*np.eye(4)
    a1, a2, kk = coeffs(ma, mb, ga, gb); qp = np.cross(q, p)
    pred = (-1j*(a1*dot(qp, t1)+a2*dot(qp, t2))
            + kk*(q2*sum(t1[i]@t2[i] for i in range(3))-dot(q, t1)@dot(q, t2)))/q2
    assert abs(amp-pred).max() < 1e-4*abs(pred).max()   # next order is p^2/m^2

# ---- Cartesian second derivatives of a Yukawa against the tensor + Laplacian split
X = sp.symbols('x y z'); R = sp.sqrt(sum(c**2 for c in X)); bb = sp.Rational(13, 10)
for i in range(3):
    for j in range(3):
        dl = 1 if i == j else 0
        split = ((3*X[i]*X[j]/R**2-dl)*(1+bb*R+bb**2*R**2/3)/R**3+dl*bb**2/(3*R))*sp.exp(-bb*R)
        d = (sp.diff(sp.exp(-bb*R)/R, X[i], X[j])-split).subs(dict(zip(X, (0.3, -0.7, 0.5))))
        assert abs(sp.N(d)) < 1e-12

# ---- explicit 12x12 operators; p orbitals sqrt(3/4pi) n_a, n_i n_j by sphere quadrature
eps = np.array([[[float(sp.LeviCivita(i, j, l)) for l in range(3)] for j in range(3)] for i in range(3)])
L = [np.kron(-1j*eps[i], np.eye(4)) for i in range(3)]
S1 = [np.kron(np.eye(3), s) for s in t1]; S2 = [np.kron(np.eye(3), s) for s in t2]
ct, wt = np.polynomial.legendre.leggauss(6); ph = 2*np.pi*np.arange(12)/12
st = np.sqrt(1-ct**2)
n = np.array([np.outer(st, np.cos(ph)), np.outer(st, np.sin(ph)), np.outer(ct, 1+0*ph)])
nn = 3/(4*np.pi)*(2*np.pi/12)*np.einsum('atp,btp,itp,jtp,t->ijab', n, n, n, n, wt)
op = lambda P, Q: sum(P[i]@Q[i] for i in range(3))
Ls1, Ls2, ss = op(L, S1), op(L, S2), op(S1, S2)
T = 3*sum(np.kron(nn[i, j], t1[i]@t2[j]) for i in range(3) for j in range(3))-ss
F = [L[i]+S1[i]+S2[i] for i in range(3)]; F2 = op(F, F); Id = np.eye(12)
PF1 = F2@(6*Id-F2)/8; P3 = PF1@(Ls1+Id)/1.5; P1 = PF1@(0.5*Id-Ls1)/1.5
def brute(A, B, C, D):
    H = A*Ls1+B*Ls2+C*T+D*ss
    ev, U = np.linalg.eigh(H)
    one = np.real(np.einsum('ik,ij,jk->k', U.conj(), PF1, U)) > 0.5
    low = U[:, one][:, :3]; tr = lambda Y: np.real(np.trace(Y))/3
    return dict(ev=ev, E1=tr(P1@H), E3=tr(P3@H), V2=tr(P1@H@P3@H), up=ev[one][3:].mean(),
                dn=ev[one][:3].mean(), mix=tr(low.conj().T@P3@low))
def closed(A, B, C, D):
    o = dict(E0=-A-B-C+D/4, E1=-A+B/3+C/3-D/12, E3=A/2-5*B/6+C/6-5*D/12, E2=A/2+B/2-C/10+D/4,
             fs=1.5*A, h1=4*(B+C)/3-D/3, h3=4*B/3-4*C/15+2*D/3,
             G=1.5*A-7*B/6-C/6-D/3, V=np.sqrt(2)/6*abs(2*B-C-2*D))
    o['Delta'] = np.sqrt(o['G']**2/4+o['V']**2)-o['G']/2
    o['mix'] = np.sin(0.5*np.arctan2(2*o['V'], o['G']))**2
    return o
def compare(par):
    br, c = brute(*par), closed(*par)
    ev = np.sort([c['E0']]+3*[c['E1']-c['Delta']]+3*[c['E3']+c['Delta']]+5*[c['E2']])
    assert abs(ev-br['ev']).max() < 1e-11
    assert abs(br['E1']-c['E1'])+abs(br['E3']-c['E3'])+abs(br['V2']-c['V']**2) < 1e-11
    assert abs(br['mix']-c['mix']) < 1e-9
    assert abs(br['E3']-br['E1']-(c['fs']-c['h1']/4-5*c['h3']/8)) < 1e-11
for _ in range(20):
    compare(rng.normal(size=4))

# ---- constants
m, M, me = (pc[s+' mass energy equivalent in MeV'][0] for s in ('muon', 'proton', 'electron'))
amu = pc['muon mag. mom. anomaly'][0]; g1 = 2*(1+amu); g2 = pc['proton g factor'][0]
mu = m*M/(m+M); b = 2*me/(mu*alpha); pref = 2*alpha/(3*np.pi)
c1, c2, k = coeffs(m, M, g1, g2); w = mu**3*alpha**4/24*1e9

# ---- Uehling spectral integrals of the closed forms
u = lambda x: np.sqrt(x*x-1)*(1+0.5/x**2)/x**2
def spec(f):
    g = lambda x: u(x)*f(x)
    return pref*(quad(g, 1, 2, epsabs=1e-12)[0]+quad(g, 2, np.inf, epsabs=1e-12)[0])
for Q in (0.1, 3.0, 50.0):   # Q = q^2/me^2, against the Feynman-parameter form of Pi
    Pi = 2*alpha/np.pi*quad(lambda x: x*(1-x)*np.log(1+x*(1-x)*Q), 0, 1)[0]
    assert abs(spec(lambda x: Q/(Q+4*x*x))/Pi-1) < 1e-7
e_so = spec(lambda x: (1+3*b*x)/(1+b*x)**3)
e_T = e_so+spec(lambda x: 2*(b*x)**2/(1+b*x)**4)
e_L = spec(lambda x: 6*(b*x)**2/(1+b*x)**4)
hfun = lambda P: 4/P**3+(4*np.log(P)+3)/P**4-4/P**5
e_psi = spec(lambda x: hfun(1+b*x))

# ---- independent road: radial equation on r = exp(x), numerical derivatives of the potential
dx = 0.002; x = np.arange(np.log(1e-5), np.log(60), dx); r = np.exp(x)
tn, tw = np.polynomial.legendre.leggauss(400); tn = 9*(tn+1); tw = 9*tw
phiU = pref*(np.exp(-b*np.outer(r, np.cosh(tn)))@(tw*np.tanh(tn)**2*(1+0.5/np.cosh(tn)**2)))/r
d1 = np.gradient(phiU, dx); d2 = np.gradient(d1, dx)
so_U, ten_U, lap_U = -d1/r**2, (d2-2*d1)/(3*r**2), (d2+d1)/r**2
def density(extra):
    ab = np.full((3, len(r)), -0.5/dx**2)
    ab[1] = 1/dx**2+9/8-r**2*(1/r+extra)+0.1251*r**2
    y = r**1.5*np.exp(-r/2)
    for _ in range(8):
        y = solve_banded((1, 1), ab, r**2*y); y /= abs(y).max()
    return y*y*r**2/np.sum(y*y*r**2)
r3 = r**-3.0; rho0 = density(0*r); n0 = rho0@r3
assert abs(24*n0-1) < 1e-4
for num, ana in ((so_U, e_so), (ten_U, e_T), (lap_U, e_L)):
    assert abs(rho0@num/n0/ana-1) < 2e-4                     # grid error dx^2
rhoU = density(phiU)
assert abs((rhoU-density(-phiU))@r3/(2*n0)/e_psi-1) < 2e-4
for beta in (0.0, 0.5, 4.0):
    y = 1e-4*np.exp(-beta*r)/r
    assert abs((density(y)-density(-y))@r3/(2e-4*n0)/hfun(1+beta)-1) < 2e-4

breit = (w*c1, w*c2, w*k, 0.0)
vp = (w*c1*(1+e_so+e_psi), w*c2*(1+e_so+e_psi), w*k*(1+e_T+e_psi), -2/3*w*k*e_L)
compare(breit); compare(vp)
cb, cv = closed(*breit), closed(*vp)
fso, ft, fl = rhoU@(r3+so_U)/n0, rhoU@(r3+ten_U)/n0, rhoU@lap_U/n0
bn = brute(w*c1*fso, w*c2*fso, w*k*ft, -2/3*w*k*fl)
Dnum = bn['up']-bn['E3']
assert abs(Dnum-(bn['E1']-bn['dn'])) < 1e-11                 # equal and opposite shifts
assert abs(Dnum-cv['Delta']) < 1e-6      # meV; the grid result holds Uehling^2 terms as well
assert round(cb['Delta'], 3) == 0.144 and round(Dnum, 3) == 0.145
pt2 = cv['V']**2/cv['G']; pt4 = pt2-cv['V']**4/cv['G']**3
assert pt2-Dnum > 4e-3 and abs(pt4-Dnum) < 2.5*cv['V']**6/cv['G']**5

# ---- Dirac-Coulomb (infinite M, g1=2) factors as the size of omitted relative-alpha^2 terms
mp.mp.dps = 40
def overlap(s, t, f, g, pw):
    return sum(f[i]*g[j]*mp.gamma(s[0]+t[0]+i+j+pw+1)/(s[1]+t[1])**(s[0]+t[0]+i+j+pw+1)
               for i in range(len(f)) for j in range(len(g)))
def dirac(kap, a):
    nr = 2-abs(kap); ga = mp.sqrt(kap**2-a*a); W = 1/mp.sqrt(1+a*a/(nr+ga)**2)
    up, dn = (1+W)/a, (1-W)/a; lam = mp.sqrt(up*dn)
    P, Q = [mp.mpf(1)], [(ga+kap)/a]
    for j in range(1, nr+2):
        r1, r2 = lam*P[-1]+up*Q[-1], lam*Q[-1]+dn*P[-1]; det = 2*ga*j+j*j
        P.append(((ga+j-kap)*r1+a*r2)/det); Q.append(((ga+j+kap)*r2-a*r1)/det)
    assert abs(P.pop())+abs(Q.pop()) < mp.mpf(10)**-20       # series terminates
    s = (ga, lam); N = mp.sqrt(overlap(s, s, P, P, 0)+overlap(s, s, Q, Q, 0))
    return s, [v/N for v in P], [v/N for v in Q], W
def rel(ka, kb, a):
    s, P, Q, _ = dirac(ka, a); t, Pb, Qb, _ = dirac(kb, a)
    return float((overlap(s, t, P, Qb, -2)+overlap(s, t, Q, Pb, -2))/((2+ka+kb)*a/48)-1)
al = mp.mpf(alpha)
r11, r33, r13 = rel(1, 1, al), rel(-2, -2, al), rel(1, -2, al)
rfs = float((dirac(-2, al)[3]-dirac(1, al)[3])/(al**4/32)-1)
assert max(abs(r11), abs(r33), abs(r13), abs(rfs)) < 5*alpha**2
assert abs(rel(1, -2, al/10)*100/r13-1) < 1e-2               # scales as alpha^2
Gr = cv['fs']*(1+rfs)-cv['h1']*(1+r11)/4-5*cv['h3']*(1+r33)/8; Vr = cv['V']*(1+r13)
Drel = np.sqrt(Gr**2/4+Vr**2)-Gr/2
assert round(Drel, 3) == 0.145

a_fm = pc['reduced Planck constant times c in MeV fm'][0]/(mu*alpha)
rp = pc['proton rms charge radius'][0]*1e15
print(f"m = {m:.6f} MeV, M = {M:.6f} MeV, me = {me:.8f} MeV")
print(f"mu = {mu:.6f} MeV, m/M = {m/M:.8f}, 1/alpha = {1/alpha:.6f}")
print(f"a_mu = {amu:.9f}, g1 = {g1:.8f}, g2 = {g2:.8f}")
print(f"a = {a_fm:.3f} fm, b = 2 me/(mu alpha) = {b:.6f}")
print(f"w/(mM) = {w/(m*M):.6f} meV")
print(f"c1 mM = {c1*m*M:.6f}, c2 mM = {c2*m*M:.6f}, k mM = {k*m*M:.6f}")
print(f"2 alpha/(3 pi) = {pref:.6e}")
print(f"e_so = {e_so:.5e}, e_T = {e_T:.5e}")
print(f"e_L = {e_L:.5e}, e_psi = {e_psi:.5e}")
print("quantity (meV)              Breit     Breit+VP")
for nm, v1, v2 in zip("ABCD", breit, vp):
    print(f"{nm:22s} {v1:11.6f} {v2:11.6f}")
for nm, key in (("fine structure 3A/2", 'fs'), ("hfs j=1/2", 'h1'), ("hfs j=3/2", 'h3'),
                ("E(1/2,F=0)", 'E0'), ("E(1/2,F=1) unmixed", 'E1'), ("E(3/2,F=1) unmixed", 'E3'),
                ("E(3/2,F=2)", 'E2'), ("gap G", 'G'), ("|V|", 'V'), ("Delta", 'Delta')):
    print(f"{nm:22s} {cb[key]:11.6f} {cv[key]:11.6f}")
for nm, f in (("lower F=1 mixed", lambda c: c['E1']-c['Delta']),
              ("upper F=1 mixed", lambda c: c['E3']+c['Delta']),
              ("V^2/G", lambda c: c['V']**2/c['G']),
              ("V^2/G - V^4/G^3", lambda c: c['V']**2/c['G']-c['V']**4/c['G']**3)):
    print(f"{nm:22s} {f(cb):11.6f} {f(cv):11.6f}")
print(f"sin^2(theta) (pure number): {cb['mix']:.6f} {cv['mix']:.6f}")
print(f"theta with VP = {np.degrees(np.arcsin(np.sqrt(cv['mix']))):.3f} deg")
print(f"VP shift of |V| = {cv['V']-cb['V']:.6f} meV, of G = {cv['G']-cb['G']:.6f} meV")
print(f"part of the |V| shift due to D = {-np.sqrt(2)/3*vp[3]:.6f} meV")
print(f"VP shift of Delta = {cv['Delta']-cb['Delta']:.6f} meV")
print(f"Delta, grid wave function and 12x12 matrix = {Dnum:.6f} meV")
print(f"Delta with VP = {cv['Delta']*1e-3*qe/hP/1e9:.3f} GHz")
print(f"alpha^2 = {alpha**2:.4e}, r_p = {rp:.4f} fm, (r_p/a)^2 = {(rp/a_fm)**2:.2e}")
print(f"Dirac corrections / alpha^2: fs {rfs/alpha**2:.4f}, hfs1/2 {r11/alpha**2:.4f}")
print(f"Dirac corrections / alpha^2: hfs3/2 {r33/alpha**2:.4f}, V {r13/alpha**2:.4f}")
print(f"estimated relativistic shift of Delta = {Drel-cv['Delta']:.6f} meV")
print(f"Delta with that estimate = {Drel:.6f} meV")
print("all tests passed")
```

Output:

```
m = 105.658376 MeV, M = 938.272089 MeV, me = 0.51099895 MeV
mu = 94.964471 MeV, m/M = 0.11260953, 1/alpha = 137.035999
a_mu = 0.001165921, g1 = 2.00233184, g2 = 5.58569469
a = 284.748 fm, b = 2 me/(mu alpha) = 1.474767
w/(mM) = 1.020706 meV
c1 mM = 5.451641, c2 mM = 3.051044, k mM = 2.796104
2 alpha/(3 pi) = 1.548546e-03
e_so = 3.64928e-04, e_T = 5.27086e-04
e_L = 4.86473e-04, e_psi = 2.31024e-04
quantity (meV)              Breit     Breit+VP
A                         5.564525    5.567841
B                         3.114220    3.116076
C                         2.854001    2.856164
D                         0.000000   -0.000926
fine structure 3A/2       8.346787    8.351762
hfs j=1/2                 7.957627    7.963295
hfs j=3/2                 3.391226    3.392507
E(1/2,F=0)              -11.532745  -11.540312
E(1/2,F=1) unmixed       -3.575118   -3.577017
E(3/2,F=1) unmixed        0.662746    0.663604
E(3/2,F=2)                4.053972    4.056111
gap G                     4.237864    4.240621
|V|                       0.795363    0.796164
Delta                     0.144357    0.144550
lower F=1 mixed          -3.719475   -3.721567
upper F=1 mixed           0.807103    0.808154
V^2/G                     0.149274    0.149477
V^2/G - V^4/G^3           0.144016    0.144209
sin^2(theta) (pure number): 0.031891 0.031911
theta with VP = 10.290 deg
VP shift of |V| = 0.000801 meV, of G = 0.002757 meV
part of the |V| shift due to D = 0.000436 meV
VP shift of Delta = 0.000194 meV
Delta, grid wave function and 12x12 matrix = 0.144550 meV
Delta with VP = 34.952 GHz
alpha^2 = 5.3251e-05, r_p = 0.8407 fm, (r_p/a)^2 = 8.72e-06
Dirac corrections / alpha^2: fs 0.6250, hfs1/2 1.9585
Dirac corrections / alpha^2: hfs3/2 0.2917, V 0.5625
estimated relativistic shift of Delta = 0.000007 meV
Delta with that estimate = 0.144557 meV
all tests passed
```
